# Diffusive Capture of Electrons by Cations and the Langevin Limit: verification in Python

```python
"""
Diffusive capture of electrons by singly charged cations.
Result under test:  k = 4 pi D R / (1 - exp(-R/a))
  k  capture rate constant        D  electron diffusion coefficient
  a  contact radius (absorbing)   R  Onsager radius e^2/(4 pi eps0 eps kT)
For R >> a it tends to the Langevin constant e mu/(eps0 eps), mu = mobility.
Also tested: density profile, partial capture at contact, late transients,
escape of an electron from its own cation, and the drift-only cross-section.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded


def enhancement(x):
    """Derived k/(4 pi D a) as a function of x = R/a."""
    return x / -np.expm1(-x)


def escape_formula(start, contact, onsager):
    low = np.exp(-onsager / contact)
    return (np.exp(-onsager / start) - low) / (1 - low)


# --- Flux equation integrated outward, lengths in units of a -------------
# With v = 1 - a/r and unit flux J/(4 pi D a) = 1: dn/dv = 1 - x n.
def integrate_density(x, n_contact=0.0):
    sol = solve_ivp(lambda v, n: 1 - x * n, (0, 1), [n_contact],
                    rtol=1e-10, atol=1e-13, t_eval=[0.5, 1.0])
    return sol.y[0]          # densities at r = 2a and at infinity


for x in (-2.0, 0.01, 1.0, 3.0, 10.0):
    n_2a, n_far = integrate_density(x)
    assert abs(1 / n_far / enhancement(x) - 1) < 1e-7
    profile = (1 - np.exp(x / 2 - x)) / (1 - np.exp(-x))
    assert abs(n_2a / n_far / profile - 1) < 1e-7
small = 0.01
assert abs(1 / integrate_density(small)[1] - (1 + small / 2)) < 2e-5

# Partial capture: contact constant k_a in units of 4 pi D a.
for x, k_a in ((1.0, 0.5), (3.0, 0.2)):
    k_numeric = 1 / integrate_density(x, 1 / k_a)[1]
    k_derived = 1 / (1 / enhancement(x) + np.exp(-x) / k_a)
    assert abs(k_numeric / k_derived - 1) < 1e-7


# --- Drift only: trace streamlines in a uniform field --------------------
# Velocity = v0 z_hat - r_vec/r^3; the common factor r^3/(1+r^3) changes
# the speed along a streamline but not its path.
def is_captured(impact, v0):
    def flow(t, p):
        r3 = np.hypot(p[0], p[1]) ** 3
        return [-p[0] / (1 + r3), (v0 * r3 - p[1]) / (1 + r3)]

    def hit(t, p):
        return np.hypot(p[0], p[1]) - 0.05

    def gone(t, p):
        return p[1] - 5.0

    hit.terminal = gone.terminal = True
    sol = solve_ivp(flow, (0, 3000), [impact, -100.0], events=[hit, gone],
                    rtol=1e-8, atol=1e-10)
    return len(sol.t_events[0]) > 0


drift_ratios = []
for v0 in (0.5, 1.0):
    low, high = 0.1, 6.0
    for _ in range(16):
        middle = (low + high) / 2
        if is_captured(middle, v0):
            low = middle
        else:
            high = middle
    # flux captured / (4 pi), which the Gauss argument says is 1
    drift_ratios.append(low ** 2 * v0 / 4)
    assert abs(drift_ratios[-1] - 1) < 1e-3   # start at finite distance


# --- Time-dependent equation, units R = 1 and D = 1 ----------------------
# Unknown q = n exp(-1/r) on a logarithmic grid, implicit time steps.
class RadialModel:
    def __init__(self, contact, cells=1000, outer=2000.0):
        x = np.linspace(np.log(contact), np.log(outer), cells + 1)
        h = x[1] - x[0]
        self.r = np.exp(x)
        mid = np.exp((x[1:] + x[:-1]) / 2)
        self.link = mid * np.exp(1 / mid) / h
        self.capacity = self.r ** 3 * h * np.exp(1 / self.r)

    def evolve(self, q_start, t_end):
        q = np.array(q_start, dtype=float)
        q[0] = 0.0
        g, cap = self.link, self.capacity[1:-1]
        bands = np.zeros((3, len(cap)))
        bands[0, 1:] = bands[2, :-1] = -g[1:-1]
        t, times, rates, amounts = 0.0, [], [], []
        while t < t_end:
            dt = max(1e-6, 0.01 * t)
            bands[1] = cap / dt + g[:-1] + g[1:]
            rhs = (cap / dt)[:, None] * q[1:-1]
            rhs[-1] += g[-1] * q[-1]
            q[1:-1] = solve_banded((1, 1), bands, rhs)
            t += dt
            times.append(t)
            rates.append(g[0] * q[1])
            amounts.append(cap @ q[1:-1])
        return np.array(times), np.array(rates), np.array(amounts)


# Moderate attraction R = a: uniform start and Boltzmann start.
model = RadialModel(1.0)
starts = np.column_stack([np.exp(-1 / model.r), np.ones_like(model.r)])
times, rates, _ = model.evolve(starts, 1e4)
K = 1 / (1 - np.exp(-1.0))
amplitude = (rates[-1] / K - 1) * np.sqrt(np.pi * times[-1])
assert abs(rates[-1, 0] / K - 1) < 0.01       # steady value is reached
# next term of the late-time series is of relative order t^(-1/2)
assert abs(amplitude[0] / (K - 1) - 1) < 0.05
assert abs(amplitude[1] / K - 1) < 0.05

# --- Worked example: neat poly(4-hydroxystyrene) film, rough values ------
T, eps_r = 300.0, 3.0
a_nm, hop_nm, birth_nm = 0.7, 0.5, 3.0
mobility = 0.01                               # cm2/Vs
density = 1e15                                # cm-3, electrons = cations
kT_eV = const.k * T / const.e
coulomb = const.e ** 2 / (4 * np.pi * const.epsilon_0 * const.k * T)
R_nm = coulomb / eps_r * 1e9
D = mobility * kT_eV                          # cm2/s
x = R_nm / a_nm
k_full = 4 * np.pi * D * R_nm * 1e-7 / (1 - np.exp(-x))
k_langevin = const.e * mobility * 1e-4 / (const.epsilon_0 * eps_r) * 1e6
half_life_ns = 1e9 / (k_full * density)
assert abs(k_full / k_langevin - 1) < 1e-8

# Time-dependent run for this film: uniform start, and one electron at r0.
film = RadialModel(a_nm / R_nm)
node = np.argmin(abs(film.r - birth_nm / R_nm))
single = np.zeros_like(film.r)
single[node] = 1 / film.capacity[node]
times, rates, amounts = film.evolve(
    np.column_stack([np.exp(-1 / film.r), single]), 1e4)
one_ps = 1e-12 * D / (R_nm * 1e-7) ** 2
early_ratio = np.interp(one_ps, times, rates[:, 0]) * k_langevin / k_full
assert abs(early_ratio - 1) < 0.01
late_factor = 1 + 1 / np.sqrt(np.pi * times[-1])
escape_numeric = amounts[-1, 1] / late_factor
escape_node = escape_formula(film.r[node], a_nm / R_nm, 1.0)
assert abs(escape_numeric / escape_node - 1) < 0.02
escape = escape_formula(birth_nm, a_nm, R_nm)


# --- Neglected effects ---------------------------------------------------
def capture_length(energy):
    """k/(4 pi D) in nm for any potential energy(r) in units of kT."""
    total = quad(lambda u: np.exp(energy(1 / u)), 0, 1 / a_nm,
                 points=[1 / R_nm, 3 / R_nm], limit=200)[0]
    return 1 / total


bare = capture_length(lambda r: -R_nm / r)
assert abs(bare * (1 - np.exp(-x)) / R_nm - 1) < 1e-7
debye_nm = 1 / np.sqrt(4 * np.pi * R_nm * 2 * density * 1e-21)
screened = capture_length(lambda r: -R_nm / r * np.exp(-r / debye_nm))
steep_nm = np.sqrt(R_nm * hop_nm)             # one hop changes U by kT
flat = capture_length(lambda r: -R_nm / max(r, steep_nm))
assert 0 < 1 - flat / bare < 0.1

pag_density, pag_radius = 0.1, 0.5            # nm-3 and nm, rough
D_nm_ps = D * 1e14 * 1e-12                    # nm2/ps
pag_life_ps = 1 / (4 * np.pi * D_nm_ps * pag_radius * pag_density)

dose, absorb, pulses, pairs = 30.0, 5.0, 300, 3   # mJ/cm2, 1/um, -, -
photon_J = const.h * const.c / 13.5e-9
photons = dose * 1e-3 * absorb * 1e4 / photon_J / pulses
free_pairs = photons * pairs * escape
field = kT_eV / (R_nm * 1e-7) * 1e-6          # MV/cm

print("EXAMPLE: neat poly(4-hydroxystyrene) film, rough inputs")
print(f"temperature = {T:.0f} K, kT = {kT_eV:.5f} eV")
print(f"relative permittivity = {eps_r:.1f}")
print(f"contact radius a = {a_nm:.1f} nm, hop length = {hop_nm:.1f} nm")
print(f"electron mobility = {mobility:.2f} cm2/Vs")
print(f"free electrons = cations = {density:.1e} cm-3")
print(f"diffusion coefficient D = {D:.3e} cm2/s")
print(f"Onsager radius R = {R_nm:.2f} nm, R/a = {x:.2f}")
print(f"exp(-R/a) = {np.exp(-x):.2e}")
print(f"k from full formula = {k_full:.3e} cm3/s")
print(f"Langevin e mu/(eps0 eps) = {k_langevin:.3e} cm3/s")
print(f"neutral sink 4 pi D a = {k_full / enhancement(x):.3e} cm3/s")
print(f"first half-life 1/(k n) = {half_life_ns:.0f} ns")
print(f"k(1 ps)/k, uniform start = {early_ratio:.2f}")
print(f"contact constant that halves k = {k_full*np.exp(-x):.1e} cm3/s")
print("GENERAL FACTORS")
for ratio in (0.1, 1.0, 3.0, 10.0):
    print(f"R/a = {ratio:4.1f}: k/(4 pi D a) = {enhancement(ratio):.4f},"
          f" k/k_Langevin = {enhancement(ratio) / ratio:.5f}")
print(f"excess over Langevin is 1 percent at R/a = {np.log(101):.3f}")
R_polar = coulomb / 78 * 1e9
print(f"permittivity 78: R = {R_polar:.3f} nm, k/k_Langevin ="
      f" {enhancement(R_polar / a_nm) * a_nm / R_polar:.3f}")
print("TESTS WITH R = a, late transient amplitudes in units of R")
print(f"uniform start: numeric {amplitude[0]:.3f}, formula {K - 1:.3f}")
print(f"Boltzmann start: numeric {amplitude[1]:.3f}, formula {K:.3f}")
print("drift-only rate / Langevin, two fields = "
      f"{drift_ratios[0]:.4f}, {drift_ratios[1]:.4f}")
print("NEGLECTED EFFECTS")
print(f"escape from own cation, born at {birth_nm:.0f} nm = {escape:.2e}")
print(f"same at grid radius {film.r[node] * R_nm:.3f} nm: numeric"
      f" {escape_numeric:.3e}, formula {escape_node:.3e}")
print(f"EUV inputs: {dose:.0f} mJ/cm2, absorption {absorb:.0f} per um,"
      f" {pulses} pulses, {pairs} pairs per photon")
print(f"photon energy at 13.5 nm = {photon_J / const.e:.1f} eV")
print(f"absorbed photons per pulse = {photons:.1e} cm-3")
print(f"free pairs per pulse = {free_pairs:.1e} cm-3")
print(f"acid generator: {pag_density:.1f} nm-3, radius {pag_radius:.1f} nm")
print(f"electron life with acid generator = {pag_life_ps:.0f} ps")
print("cation half-life / that life = "
      f"{half_life_ns * 1e3 / pag_life_ps:.0f}")
print(f"Debye length of free charges = {debye_nm:.1f} nm")
print(f"k change by static screening = {100*(screened/bare-1):.1f} percent")
print(f"radius where one hop changes U by kT = {steep_nm:.2f} nm")
print(f"k change, potential flat inside it = {100*(flat/bare-1):.1f} percent")
print(f"k for permittivity 2.5 and 4 = {k_langevin * eps_r / 2.5:.2e},"
      f" {k_langevin * eps_r / 4:.2e} cm3/s")
print(f"field dropping kT/e across R = {field:.4f} MV/cm")
print("every check passed")
```

Running it gives:

```
EXAMPLE: neat poly(4-hydroxystyrene) film, rough inputs
temperature = 300 K, kT = 0.02585 eV
relative permittivity = 3.0
contact radius a = 0.7 nm, hop length = 0.5 nm
electron mobility = 0.01 cm2/Vs
free electrons = cations = 1.0e+15 cm-3
diffusion coefficient D = 2.585e-04 cm2/s
Onsager radius R = 18.57 nm, R/a = 26.52
exp(-R/a) = 3.03e-12
k from full formula = 6.032e-09 cm3/s
Langevin e mu/(eps0 eps) = 6.032e-09 cm3/s
neutral sink 4 pi D a = 2.274e-10 cm3/s
first half-life 1/(k n) = 166 ns
k(1 ps)/k, uniform start = 1.00
contact constant that halves k = 1.8e-20 cm3/s
GENERAL FACTORS
R/a =  0.1: k/(4 pi D a) = 1.0508, k/k_Langevin = 10.50833
R/a =  1.0: k/(4 pi D a) = 1.5820, k/k_Langevin = 1.58198
R/a =  3.0: k/(4 pi D a) = 3.1572, k/k_Langevin = 1.05240
R/a = 10.0: k/(4 pi D a) = 10.0005, k/k_Langevin = 1.00005
excess over Langevin is 1 percent at R/a = 4.615
permittivity 78: R = 0.714 nm, k/k_Langevin = 1.564
TESTS WITH R = a, late transient amplitudes in units of R
uniform start: numeric 0.583, formula 0.582
Boltzmann start: numeric 1.585, formula 1.582
drift-only rate / Langevin, two fields = 0.9998, 0.9998
NEGLECTED EFFECTS
escape from own cation, born at 3 nm = 2.05e-03
same at grid radius 3.007 nm: numeric 2.084e-03, formula 2.084e-03
EUV inputs: 30 mJ/cm2, absorption 5 per um, 300 pulses, 3 pairs per photon
photon energy at 13.5 nm = 91.8 eV
absorbed photons per pulse = 3.4e+17 cm-3
free pairs per pulse = 2.1e+15 cm-3
acid generator: 0.1 nm-3, radius 0.5 nm
electron life with acid generator = 62 ps
cation half-life / that life = 2693
Debye length of free charges = 46.3 nm
k change by static screening = -24.0 percent
radius where one hop changes U by kT = 3.05 nm
k change, potential flat inside it = -4.2 percent
k for permittivity 2.5 and 4 = 7.24e-09, 4.52e-09 cm3/s
field dropping kT/e across R = 0.0139 MV/cm
every check passed
```
